# How Thinning a Strained Film Changes Its Normal Strain: a numerical check

```python
"""Normal strain of a coherent (001) film before and after thinning to a lamella.

Result under test (linear elasticity, e = in-plane elastic strain = -misfit):
  biaxial film            e_z = -2 (C12/C11) e
  fully relaxed lamella   e_z = -(C12/C11) (1 - n) e,  n = -e_y/e_x
  isotropic change        e_z(lamella) - e_z(film) = e nu (1+nu)/(1-nu)
  partial relaxation      apparent misfit = misfit (1 - nu G)
Axes: x along the lamella, y thinning direction, z film normal.
G is the relaxed fraction (0 biaxial, 1 uniaxial), h the film thickness,
t the foil thickness. Total strain is measured relative to the substrate.
Stiffness is in units of C11; the finite-element foil has t = 1.
"""
import numpy as np
from scipy import constants
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def cubic_tensor(c11, c12, c44):
    d = np.eye(3)
    c = c12 * np.einsum('ij,kl->ijkl', d, d)
    c += c44 * (np.einsum('ik,jl->ijkl', d, d) + np.einsum('il,jk->ijkl', d, d))
    for i in range(3):
        c[i, i, i, i] += c11 - c12 - 2 * c44
    return c


def strain_with_free_stresses(tensor, imposed):
    """Impose some Voigt strains; all other stress components vanish."""
    pairs = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
    c = np.array([[tensor[i, j, k, l] for k, l in pairs] for i, j in pairs])
    held = list(imposed)
    free = [i for i in range(6) if i not in held]
    strain = np.zeros(6)
    strain[held] = [imposed[i] for i in held]
    strain[free] = np.linalg.solve(c[np.ix_(free, free)],
                                   -c[np.ix_(free, held)] @ strain[held])
    return strain


def lateral_ratio(c11, c12, c44, foil):
    """n = -e_y/e_x in the relaxed lamella, derived formula."""
    if foil == '010':
        return c12 / (c11 + c12)
    p = (c11 + c12 - 2 * c44) / 2
    q = (c11 + c12 + 2 * c44) / 2
    return (p - c12**2 / c11) / (q - c12**2 / c11)


def wave_relaxation(q):
    """R(q) = 4 (cosh q - 1) / (q (sinh q + q)), written without overflow."""
    return (4 * np.expm1(-q)**2
            / (q * (-np.expm1(-2 * q) + 2 * q * np.exp(-q))))


def buried_relaxation(h_over_t):
    """Layer-averaged relaxed fraction G of a buried layer."""
    ds = 0.0005
    s = (np.arange(200000) + 0.5) * ds
    return 2 / np.pi * ds * np.sum(
        wave_relaxation(2 * s / h_over_t) * (np.sin(s) / s)**2)


def foil_fem(stiffness, height, n_y, n_z, misfit_function, top_held=False):
    """Bilinear elements on half the foil, 0 < y < 1/2, total e_x = 0.

    Returns row centres, misfit, and foil-averaged total e_y and e_z.
    """
    c11, c12, c44 = stiffness
    dy, dz = 0.5 / n_y, height / n_z
    d = np.array([[c11, c12, 0], [c12, c11, 0], [0, 0, c44]])
    misfit_stress = (c11 + 2 * c12) * np.array([1.0, 1.0, 0.0])
    a = np.array([-1, 1, 1, -1])
    b = np.array([-1, -1, 1, 1])
    ke, fe = np.zeros((8, 8)), np.zeros(8)
    for p in (-3**-0.5, 3**-0.5):
        for q in (-3**-0.5, 3**-0.5):
            grad_y = a * (1 + b * q) / (2 * dy)
            grad_z = b * (1 + a * p) / (2 * dz)
            bm = np.zeros((3, 8))
            bm[0, 0::2] = grad_y
            bm[1, 1::2] = grad_z
            bm[2, 0::2] = grad_z
            bm[2, 1::2] = grad_y
            ke += bm.T @ d @ bm * dy * dz / 4
            fe += bm.T @ misfit_stress * dy * dz / 4
    j, i = np.meshgrid(np.arange(n_z), np.arange(n_y), indexing='ij')
    first = (j * (n_y + 1) + i).ravel()
    nodes = np.stack([first, first + 1, first + n_y + 2, first + n_y + 1], 1)
    dofs = np.stack([2 * nodes, 2 * nodes + 1], 2).reshape(-1, 8)
    size = 2 * (n_y + 1) * (n_z + 1)
    rows = np.repeat(dofs, 8, axis=1).ravel()
    cols = np.tile(dofs, (1, 8)).ravel()
    k = coo_matrix((np.tile(ke.ravel(), len(dofs)), (rows, cols)),
                   shape=(size, size)).tocsr()
    centre = (np.arange(n_z) + 0.5) * dz
    misfit_row = misfit_function(centre)
    load = np.bincount(dofs.ravel(), minlength=size,
                       weights=np.outer(np.repeat(misfit_row, n_y), fe).ravel())
    held = np.zeros((n_z + 1, n_y + 1, 2), bool)
    held[:, 0, 0] = True
    held[0, :, 1] = True
    if top_held:
        held[-1, :, 1] = True
    free = np.flatnonzero(~held.ravel())
    u = np.zeros(size)
    u[free] = spsolve(k[free][:, free].tocsc(), load[free],
                      permc_spec='MMD_AT_PLUS_A')
    u = u.reshape(n_z + 1, n_y + 1, 2)
    uz = (u[:, 1:, 1] + u[:, :-1, 1]).mean(axis=1) / 2
    mean_ez = np.diff(uz) / dz
    mean_ey = (u[1:, -1, 0] + u[:-1, -1, 0]) / 2 / 0.5
    return centre, misfit_row, mean_ey, mean_ez


# Model parameters
a_sub, a_film, nu = 10.0, 10.1, 0.3
misfit = (a_film - a_sub) / a_sub
e_in = -misfit
iso = (1.0, nu / (1 - nu), (1 - nu / (1 - nu)) / 2)
cub = (1.0, 0.4, 0.5)

# End states from the full stiffness tensor against the derived formulas
r = 2**-0.5
turn = {'010': np.eye(3), '110': np.array([[r, -r, 0], [r, r, 0], [0, 0, 1]])}
end = {}
for name, c in (('iso', iso), ('cub', cub)):
    for foil, m in turn.items():
        tensor = np.einsum('ai,bj,ck,dl,ijkl->abcd', m, m, m, m, cubic_tensor(*c))
        film = strain_with_free_stresses(tensor, {0: e_in, 1: e_in, 5: 0.0})
        lam = strain_with_free_stresses(tensor, {0: e_in})
        n = lateral_ratio(*c, foil)
        assert abs(film[2] + 2 * c[1] / c[0] * e_in) < 1e-12
        assert abs(lam[1] + n * e_in) < 1e-12
        assert abs(lam[2] + c[1] / c[0] * (1 - n) * e_in) < 1e-12
        end[name, foil] = (film[2], lam[2], n)
film_z, lam_z, _ = end['iso', '010']
assert abs(lam_z - film_z - e_in * nu * (1 + nu) / (1 - nu)) < 1e-12
assert abs(lam_z / film_z - (1 - nu) / 2) < 1e-12

# Sinusoidal misfit: finite elements against R(kt)
wave_rows = []
for kt in (1.0, 4.0, 12.0):
    z, f, _, ez = foil_fem(iso, np.pi / kt, 40, 120,
                           lambda z: np.cos(kt * z), top_held=True)
    amplitude = 2 * np.mean(ez * np.cos(kt * z))
    r_fem = (1 - amplitude * (1 - nu) / (1 + nu)) / nu
    # discretization error of bilinear elements
    assert abs(r_fem - wave_relaxation(kt)) < 5e-3
    wave_rows.append((kt, wave_relaxation(kt), r_fem))
assert abs(wave_relaxation(1e-2) - 1) < 1e-3
assert abs(wave_relaxation(60.0) * 60 / 4 - 1) < 1e-6


def layer_relaxation(h, cap, n_y):
    """Relaxed fraction G of a layer on 2t of substrate, from elements."""
    step = 0.5 / n_y
    height = 2 + h + cap
    z, f, ey, ez = foil_fem(iso, height, n_y, round(height / step),
                            lambda z: ((z > 2) & (z < 2 + h)).astype(float))
    mean_stress_z = iso[0] * (ez - f) + iso[1] * (ey - f) - iso[1] * f
    assert np.max(np.abs(mean_stress_z)) < 1e-7   # force balance at each height
    biaxial, uniaxial = (1 + nu) / (1 - nu), 1 + nu
    return (biaxial - ez[f > 0.5].mean()) / (biaxial - uniaxial)


layer_rows = []
for h in (0.1, 0.3, 1.0, 3.0):
    g_formula = buried_relaxation(h)
    g_buried = layer_relaxation(h, 2.0, 40)
    g_surface = layer_relaxation(h, 0.0, 40)
    # mesh error at the corner where interface and foil surface meet
    assert abs(g_buried - g_formula) < 0.01
    assert g_surface > g_buried
    layer_rows.append((h, g_formula, g_buried, g_surface))
mesh_change = abs(layer_relaxation(0.1, 0.0, 20) - layer_rows[0][3])
assert mesh_change < 0.01

# Deep inside a thick cubic film the lamella reaches the uniaxial state
z, f, ey, ez = foil_fem(cub, 5.0, 20, 200, lambda z: (z > 2).astype(float))
deep = ez[np.argmin(np.abs(z - 3.5))]
deep_formula = 1 + cub[1] / (cub[0] + cub[1])
assert abs(deep - deep_formula) < 5e-3   # residual end effect and mesh

# Apparent misfit when the biaxial relation is applied to the lamella reading
reading = misfit + lam_z
apparent = reading / (1 + 2 * iso[1] / iso[0])
assert abs(apparent - misfit * (1 - nu)) < 1e-12

bohr_pm = constants.physical_constants['Bohr radius'][0] * 1e12
a_before = a_sub * (1 + misfit + film_z)
a_after = a_sub * (1 + misfit + lam_z)
print(f"substrate lattice parameter      {a_sub:.4f} bohr")
print(f"stress-free film parameter       {a_film:.4f} bohr")
print(f"Poisson ratio                    {nu:.2f} (dimensionless)")
print(f"misfit f                         {misfit:.5f} (dimensionless)")
print(f"in-plane elastic strain e        {e_in:.5f} (dimensionless)")
print(f"normal elastic strain, film      {film_z:.6f} (dimensionless)")
print(f"normal elastic strain, lamella   {lam_z:.6f} (dimensionless)")
print(f"normal-strain change             {lam_z - film_z:.6f} (dimensionless)")
print(f"change divided by e              {(lam_z - film_z) / e_in:.4f}")
print(f"lamella/film normal strain ratio {lam_z / film_z:.4f}")
print(f"total normal strain, film        {misfit + film_z:.6f}")
print(f"total normal strain, lamella     {reading:.6f}")
print(f"normal lattice parameter, film   {a_before:.4f} bohr")
print(f"normal lattice parameter, lamella {a_after:.4f} bohr")
print(f"lattice parameter change         {a_after - a_before:.4f} bohr")
print(f"lattice parameter change         {(a_after - a_before) * bohr_pm:.2f} pm")
print(f"apparent misfit, full relaxation {apparent:.5f}")
print("sinusoidal misfit: kt, R formula, R elements (dimensionless)")
for row in wave_rows:
    print("  %5.1f  %.4f  %.4f" % row)
print("relaxed fraction: h/t, buried formula, buried elements, surface elements")
for row in layer_rows:
    print("  %4.1f  %.3f  %.3f  %.3f" % row)
print("apparent misfit: h/t, buried layer, surface film (dimensionless)")
for h, g_formula, _, g_surface in layer_rows:
    print(f"  {h:4.1f}  {misfit * (1 - nu * g_formula):.5f}"
          f"  {misfit * (1 - nu * g_surface):.5f}")
print(f"surface G at h/t=0.1, change on halving mesh {mesh_change:.4f}")
print(f"cubic model: C12/C11 = {cub[1]:.2f}, C44/C11 = {cub[2]:.2f}")
for foil in ('010', '110'):
    fz, lz, n = end['cub', foil]
    seen = (misfit + lz) / (1 + 2 * cub[1] / cub[0])
    print(f"  foil normal [{foil}]: n = {n:.4f}, e_z film = {fz:.6f}")
    print(f"    e_z lamella = {lz:.6f}, change = {lz - fz:.6f}")
    print(f"    apparent misfit = {seen:.5f}")
print(f"cubic deep film, total e_z/f: elements {deep:.4f}, formula {deep_formula:.4f}")
print("tests ok")
```

Printed output:

```
substrate lattice parameter      10.0000 bohr
stress-free film parameter       10.1000 bohr
Poisson ratio                    0.30 (dimensionless)
misfit f                         0.01000 (dimensionless)
in-plane elastic strain e        -0.01000 (dimensionless)
normal elastic strain, film      0.008571 (dimensionless)
normal elastic strain, lamella   0.003000 (dimensionless)
normal-strain change             -0.005571 (dimensionless)
change divided by e              0.5571
lamella/film normal strain ratio 0.3500
total normal strain, film        0.018571
total normal strain, lamella     0.013000
normal lattice parameter, film   10.1857 bohr
normal lattice parameter, lamella 10.1300 bohr
lattice parameter change         -0.0557 bohr
lattice parameter change         -2.95 pm
apparent misfit, full relaxation 0.00700
sinusoidal misfit: kt, R formula, R elements (dimensionless)
    1.0  0.9987  0.9986
    4.0  0.8408  0.8406
   12.0  0.3333  0.3327
relaxed fraction: h/t, buried formula, buried elements, surface elements
   0.1  0.352  0.349  0.629
   0.3  0.645  0.644  0.862
   1.0  0.901  0.901  0.952
   3.0  0.968  0.968  0.984
apparent misfit: h/t, buried layer, surface film (dimensionless)
   0.1  0.00895  0.00811
   0.3  0.00806  0.00741
   1.0  0.00730  0.00714
   3.0  0.00710  0.00705
surface G at h/t=0.1, change on halving mesh 0.0027
cubic model: C12/C11 = 0.40, C44/C11 = 0.50
  foil normal [010]: n = 0.2857, e_z film = 0.008000
    e_z lamella = 0.002857, change = -0.005143
    apparent misfit = 0.00714
  foil normal [110]: n = 0.0385, e_z film = 0.008000
    e_z lamella = 0.003846, change = -0.004154
    apparent misfit = 0.00769
cubic deep film, total e_z/f: elements 1.2856, formula 1.2857
tests ok
```
